# Static structure factor of a plane-wave determinant: bulk and 54 electrons: a numerical check

```python
# Static structure factor S(q) = <rho_q rho_-q>/N of a plane-wave Slater
# determinant, with equal occupied sets for both spins and q nonzero.
# Results under test:
#   counting form: S = 1 - (occupied k with k+q also occupied)/(occupied k)
#   bulk limit:    S = 3x/4 - x^3/16 for x = q/kF < 2, and 1 above
#   54 electrons:  S = 1 - prod_i max(0, 3-|m_i|)/27, with q = 2 pi m/L
# N: electron number, L: side of the periodic cube, kF: Fermi wavevector,
# m: integer vector of q, rs: density parameter. Hartree atomic units.
import itertools
from fractions import Fraction
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants


def s_count(occupied, m):
    """Structure factor by explicit counting of blocked transitions."""
    blocked = sum(tuple(a + b for a, b in zip(k, m)) in occupied
                  for k in occupied)
    return 1 - Fraction(blocked, len(occupied))


def s_bulk(x):
    x = np.asarray(x, dtype=float)
    return np.where(x < 2, 0.75 * x - x**3 / 16, 1.0)


# --- Counting form against full integration of |Psi|^2, six electrons in 1D.
# The uniform grid integrates these trigonometric polynomials exactly.
points = 2 * np.pi * np.arange(8) / 8
triples = np.array(list(itertools.product(points, repeat=3)))
k_line = np.array([-1, 0, 1])
weight = np.abs(np.linalg.det(np.exp(1j * triples[:, :, None] * k_line)))**2
weight /= weight.sum()
line_set = {(-1,), (0,), (1,)}
direct_1d = []
for m in range(1, 5):
    rho = np.exp(-1j * m * triples).sum(axis=1)
    total = np.abs(rho[:, None] + rho[None, :])**2
    value = weight @ total @ weight / 6
    direct_1d.append(value)
    assert abs(value - float(s_count(line_set, (m,)))) < 1e-10

# --- Occupied set of 54 electrons, filled in order of kinetic energy
N = 54
candidates = sorted(itertools.product(range(-4, 5), repeat=3),
                    key=lambda n: sum(c * c for c in n))
occupied = set(candidates[:N // 2])
top = sum(c * c for c in candidates[N // 2 - 1])
empty = sum(c * c for c in candidates[N // 2])
assert top < empty  # closed shell, so the ground state is unique
shells = [sum(sum(c * c for c in n) == s for n in occupied)
          for s in range(top + 1)]

# --- Product form against counting, for all nonzero m in a box
for m in candidates[1:]:
    product = 1
    for c in m:
        product *= max(0, 3 - abs(c))
    assert s_count(occupied, m) == 1 - Fraction(product, 27)

# --- 54-electron values from the exact generating function of the determinant
grid = np.array(list(itertools.product(range(12), repeat=3))) * 2 * np.pi / 12
orbitals = np.exp(1j * grid @ np.array(sorted(occupied)).T)
orbitals /= np.sqrt(len(grid))


def log_generating(g, t):
    matrix = orbitals.conj().T @ (np.exp(t * g)[:, None] * orbitals)
    return 2 * np.linalg.slogdet(matrix)[1]  # two spins


def variance(g, h=0.003):
    return (log_generating(g, h) + log_generating(g, -h)
            - 2 * log_generating(g, 0.0)) / h**2


types = [m for m in itertools.product(range(4), repeat=3)
         if m[0] >= m[1] >= m[2] and 0 < sum(c * c for c in m) <= 14]
types.sort(key=lambda m: (sum(c * c for c in m), m))
largest_error = 0.0
for m in types:
    phase = grid @ np.array(m)
    value = (variance(np.cos(phase)) + variance(np.sin(phase))) / N
    largest_error = max(largest_error,
                        abs(value - float(s_count(occupied, m))))
# the finite-difference step limits the agreement
assert largest_error < 1e-4

# --- Bulk formula against quadrature of the volume of allowed excitations


def s_excitation(x):
    def integrand(k):
        cosine_min = (1 - k * k - x * x) / (2 * k * x)
        return 3 * k * k * np.clip((1 - cosine_min) / 2, 0, 1)
    kink = abs(1 - x)
    breaks = [kink] if 0 < kink < 1 else None
    return quad(integrand, 0, 1, points=breaks)[0]


bulk_error = max(abs(s_excitation(x) - float(s_bulk(x)))
                 for x in (0.1, 0.5, 1.0, 1.5, 1.9, 2.3))
assert bulk_error < 1e-8

# --- Approach to the bulk limit: all q at once by autocorrelation
sizes, deviations = [], []
for radius_squared in (3, 30, 400):
    n = 4 * int(np.sqrt(radius_squared)) + 4
    axis = np.rint(np.fft.fftfreq(n) * n)
    norm2 = (axis[:, None, None]**2 + axis[None, :, None]**2
             + axis[None, None, :]**2)
    filled = (norm2 <= radius_squared).astype(float)
    count = filled.sum()
    overlap = np.fft.ifftn(np.abs(np.fft.fftn(filled))**2).real
    kf_reduced = (3 * count / (4 * np.pi))**(1 / 3)
    difference = np.abs(1 - overlap / count
                        - s_bulk(np.sqrt(norm2) / kf_reduced))
    sizes.append(int(2 * count))
    deviations.append(difference[norm2 > 0].max())
assert sizes[0] == N
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 0.01

# --- Worked example
rs = 2.0
L = rs * (4 * np.pi * N / 3)**(1 / 3)
kF = (3 * np.pi**2 * N / L**3)**(1 / 3)
q_unit = 2 * np.pi / L
bohr = physical_constants['Bohr radius'][0] * 1e10

# Shape of the finite-size result
assert s_count(occupied, (1, 1, 1)) > s_count(occupied, (2, 0, 0))
assert s_count(occupied, (2, 2, 1)) != s_count(occupied, (3, 0, 0))
below_one = [m for m in candidates[1:] if s_count(occupied, m) < 1]
last = max(below_one, key=lambda m: sum(c * c for c in m))
last_q = q_unit * np.sqrt(sum(c * c for c in last))
assert sorted(abs(c) for c in last) == [2, 2, 2] and last_q < 2 * kF
shell9 = [s_count(occupied, m) for m in candidates
          if sum(c * c for c in m) == 9]
average9 = sum(shell9) / len(shell9)

print("Six electrons in 1D, S from |Psi|^2 for m = 1..4:",
      " ".join(f"{v:.6f}" for v in direct_1d))
print(f"Electrons N = {N}, k-points per spin = {len(occupied)}")
print("Points in shells n^2 = 0,1,2,3:", shells)
print(f"Highest filled n^2 = {top}, lowest empty n^2 = {empty}")
print(f"rs = {rs:.1f} bohr")
print(f"L = {L:.4f} bohr")
print(f"kF = {kF:.4f} bohr^-1")
print(f"kF/(2 pi/L) = {kF / q_unit:.4f}")
print(f"Smallest q = {q_unit:.4f} bohr^-1 = {q_unit / bohr:.4f} angstrom^-1")
print(f"2 kF = {2 * kF:.4f} bohr^-1 = {2 * kF / bohr:.4f} angstrom^-1")
print("m, m^2, q (bohr^-1), q/kF, 27*S54, S54, S bulk, S54 - S bulk")
for m in types:
    m2 = sum(c * c for c in m)
    q = q_unit * np.sqrt(m2)
    s54 = s_count(occupied, m)
    bulk = float(s_bulk(q / kF))
    print(f"{m} {m2:2d} {q:.4f} {q / kF:.4f} {int(27 * s54):2d} "
          f"{float(s54):.4f} {bulk:.4f} {float(s54) - bulk:+.4f}")
print(f"Vectors with m^2 = 9: {len(shell9)}, of which S = 1: "
      f"{sum(s == 1 for s in shell9)}")
print(f"Average of S54 over m^2 = 9: {float(average9):.4f}")
print(f"Largest q with S54 < 1: {last_q:.4f} bohr^-1")
for size, deviation in zip(sizes, deviations):
    print(f"N = {size}: largest |S - S bulk| over all q = {deviation:.5f}")
print(f"Generating-function check, largest error in S: {largest_error:.1e}")
print(f"Excitation-volume check, largest error in S: {bulk_error:.1e}")
print("verified")
```

Running it gives:

```
Six electrons in 1D, S from |Psi|^2 for m = 1..4: 0.333333 0.666667 1.000000 1.000000
Electrons N = 54, k-points per spin = 27
Points in shells n^2 = 0,1,2,3: [1, 6, 12, 8]
Highest filled n^2 = 3, lowest empty n^2 = 4
rs = 2.0 bohr
L = 12.1859 bohr
kF = 0.9596 bohr^-1
kF/(2 pi/L) = 1.8611
Smallest q = 0.5156 bohr^-1 = 0.9744 angstrom^-1
2 kF = 1.9192 bohr^-1 = 3.6267 angstrom^-1
m, m^2, q (bohr^-1), q/kF, 27*S54, S54, S bulk, S54 - S bulk
(1, 0, 0)  1 0.5156 0.5373  9 0.3333 0.3933 -0.0600
(1, 1, 0)  2 0.7292 0.7599 15 0.5556 0.5425 +0.0131
(1, 1, 1)  3 0.8931 0.9307 19 0.7037 0.6476 +0.0561
(2, 0, 0)  4 1.0312 1.0747 18 0.6667 0.7284 -0.0618
(2, 1, 0)  5 1.1529 1.2015 21 0.7778 0.7927 -0.0149
(2, 1, 1)  6 1.2630 1.3162 23 0.8519 0.8446 +0.0072
(2, 2, 0)  8 1.4584 1.5198 24 0.8889 0.9204 -0.0316
(2, 2, 1)  9 1.5468 1.6120 25 0.9259 0.9472 -0.0213
(3, 0, 0)  9 1.5468 1.6120 27 1.0000 0.9472 +0.0528
(3, 1, 0) 10 1.6305 1.6992 27 1.0000 0.9678 +0.0322
(3, 1, 1) 11 1.7101 1.7821 27 1.0000 0.9828 +0.0172
(2, 2, 2) 12 1.7861 1.8614 26 0.9630 0.9930 -0.0300
(3, 2, 0) 13 1.8591 1.9374 27 1.0000 0.9985 +0.0015
(3, 2, 1) 14 1.9292 2.0105 27 1.0000 1.0000 +0.0000
Vectors with m^2 = 9: 30, of which S = 1: 6
Average of S54 over m^2 = 9: 0.9407
Largest q with S54 < 1: 1.7861 bohr^-1
N = 54: largest |S - S bulk| over all q = 0.06176
N = 1478: largest |S - S bulk| over all q = 0.01139
N = 66802: largest |S - S bulk| over all q = 0.00109
Generating-function check, largest error in S: 5.6e-07
Excitation-volume check, largest error in S: 2.2e-16
verified
```
